# Moire period of an aligned bilayer with two lattice constants: verification in Python

```python
# Result under test: two rigid, aligned triangular lattices with lattice
# constants a1 < a2 have the moire period L = a1*a2/(a2 - a1).
# With a twist angle theta between the layers the period becomes
# L(theta) = a1*a2/sqrt(a1^2 + a2^2 - 2*a1*a2*cos(theta)).
# All lengths are in angstrom, wave numbers in 1/angstrom.
# The tests measure the period on explicitly built lattices.
import numpy as np
from scipy.optimize import minimize
from scipy.spatial import cKDTree

a1, a2 = 3.16, 3.29


def period_aligned(small, large):
    return small * large / (large - small)


def period_twisted(small, large, theta):
    return small * large / np.sqrt(
        small**2 + large**2 - 2 * small * large * np.cos(theta))


def triangular_sites(a, radius, theta=0.0, shift=(0.0, 0.0)):
    """Sites of a triangular lattice inside a disc, rotated and shifted."""
    n = int(1.2 * radius / a) + 3
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    x = a * (i + 0.5 * j).ravel()
    y = a * (np.sqrt(3) / 2 * j).ravel()
    c, s = np.cos(theta), np.sin(theta)
    pts = np.column_stack((c * x - s * y, s * x + c * y)) + np.array(shift)
    return pts[np.hypot(pts[:, 0], pts[:, 1]) < radius]


def measured_moire_wavevector(theta):
    """Dominant long-wave Fourier component of the site-to-site distance."""
    sigma, radius = 120.0, 480.0
    layer1 = triangular_sites(a1, radius)
    layer2 = triangular_sites(a2, radius + 15.0, theta, (0.7, 0.4))
    distance, _ = cKDTree(layer2).query(layer1)
    window = np.exp(-np.sum(layer1**2, axis=1) / (2 * sigma**2))
    signal = distance**2
    signal = window * (signal - np.sum(window * signal) / np.sum(window))
    q = np.linspace(-0.15, 0.15, 61)
    wave_x = np.exp(-1j * np.outer(q, layer1[:, 0]))
    wave_y = np.exp(-1j * np.outer(q, layer1[:, 1]))
    spectrum = np.abs((wave_x * signal) @ wave_y.T)
    ix, iy = np.unravel_index(np.argmax(spectrum), spectrum.shape)
    start = np.array([q[ix], q[iy]])
    top = spectrum[ix, iy]

    def negative_amplitude(k):
        return -abs(np.sum(signal * np.exp(-1j * (layer1 @ k)))) / top

    simplex = start + np.array([[0, 0], [0.002, 0], [0, 0.002]])
    fit = minimize(negative_amplitude, start, method="Nelder-Mead",
                   options={"initial_simplex": simplex,
                            "xatol": 1e-8, "fatol": 1e-11})
    return fit.x


L = period_aligned(a1, a2)

# Test 1: period and direction from the explicit aligned lattices.
# The tolerance covers the finite window and the disc edge.
q_vec = measured_moire_wavevector(0.0)
q_measured = np.linalg.norm(q_vec)
L_measured = 4 * np.pi / (np.sqrt(3) * q_measured)
assert abs(L_measured / L - 1) < 1e-3
q_angle = np.degrees(np.arctan2(q_vec[1], q_vec[0])) % 60
# Reciprocal vectors of a lattice with a row along x lie at 30 deg mod 60.
assert abs(q_angle - 30) < 0.1

# Test 2: the same measurement with a twist of one degree.
theta = np.radians(1.0)
L_twist = period_twisted(a1, a2, theta)
q_twist = np.linalg.norm(measured_moire_wavevector(theta))
L_twist_measured = 4 * np.pi / (np.sqrt(3) * q_twist)
assert abs(L_twist_measured / L_twist - 1) < 1e-3
assert L_twist_measured < L_measured

# Test 3: exact repeat along a lattice row, in integer units of 0.01 angstrom.
m1, m2 = round(100 * a1), round(100 * a2)
n1 = next(n for n in range(1, 2000) if (n * m1) % m2 == 0)
n2 = n1 * m1 // m2
exact_repeat = n1 * m1 / 100
remainder = (np.arange(n1) * m1) % m2
offset = np.minimum(remainder, m2 - remainder)
best = (offset < np.roll(offset, 1)) & (offset < np.roll(offset, -1))
regions = int(np.sum(best))
mean_spacing = exact_repeat / regions
assert abs(mean_spacing - L) < 1e-9

# Near-matching supercell: best coincidence within 1.5 moire periods.
trial = np.arange(1, int(1.5 * L / a1) + 1)
gap = np.abs(trial * a1 - np.round(trial * a1 / a2) * a2)
cell1 = int(trial[np.argmin(gap)])
cell2 = int(round(cell1 * a1 / a2))
cell_gap = abs(cell1 * a1 - cell2 * a2)
assert abs(cell1 * a1 - L) < a2

# Effect of rounding each lattice constant to 0.01 angstrom.
half = 0.005
corners = [period_aligned(a1 + s * half, a2 + t * half)
           for s in (-1, 1) for t in (-1, 1)]

delta = (a2 - a1) / a1
slip = a1 / delta
assert abs((L - slip) - a1) < 1e-9
assert abs(L / a1 - L / a2 - 1) < 1e-10

print(f"Lattice constant a1: {a1:.2f} angstrom")
print(f"Lattice constant a2: {a2:.2f} angstrom")
print(f"Difference a2 - a1: {a2 - a1:.2f} angstrom")
print(f"Product a1*a2: {a1 * a2:.4f} angstrom^2")
print(f"Mismatch delta = (a2-a1)/a1: {delta:.5f} (dimensionless)")
print(f"Inverse a1: {1 / a1:.6f} 1/angstrom")
print(f"Inverse a2: {1 / a2:.6f} 1/angstrom")
print(f"Difference of inverses: {1 / a1 - 1 / a2:.6f} 1/angstrom")
print(f"Moire period L, formula: {L:.2f} angstrom")
print(f"Moire period L, formula: {L / 10:.3f} nm")
print(f"Moire period, measured on lattices: {L_measured:.2f} angstrom")
print(f"Cells of layer 1 per period L/a1: {L / a1:.3f}")
print(f"Cells of layer 2 per period L/a2: {L / a2:.3f}")
print(f"Slip a1/delta (wrong period): {slip:.2f} angstrom")
g1, g2 = (4 * np.pi / (np.sqrt(3) * a) for a in (a1, a2))
print(f"Reciprocal length, layer 1: {g1:.5f} 1/angstrom")
print(f"Reciprocal length, layer 2: {g2:.5f} 1/angstrom")
print(f"Their difference: {g1 - g2:.5f} 1/angstrom")
print(f"Measured moire wave number: {q_measured:.5f} 1/angstrom")
print(f"Measured wave-vector angle modulo 60: {q_angle:.2f} degree")
print(f"Exact repeat, cells of layer 1: {n1}")
print(f"Exact repeat, cells of layer 2: {n2}")
print(f"Exact repeat length: {exact_repeat:.2f} angstrom")
print(f"Best-aligned regions in exact repeat: {regions}")
print(f"Mean spacing of these regions: {mean_spacing:.2f} angstrom")
print(f"Near-matching supercell, cells of layer 1: {cell1}")
print(f"Near-matching supercell, cells of layer 2: {cell2}")
print(f"Supercell length in layer 1: {cell1 * a1:.2f} angstrom")
print(f"Supercell length in layer 2: {cell2 * a2:.2f} angstrom")
print(f"Supercell length gap: {cell_gap:.2f} angstrom")
print(f"Strain to close the gap: {100 * cell_gap / (cell1 * a1):.3f} percent")
print(f"Input rounding assumed: +/- {half:.3f} angstrom")
print(f"Smallest L within rounding: {min(corners):.1f} angstrom")
print(f"Largest L within rounding: {max(corners):.1f} angstrom")
print(f"Twist angle of comparison: {np.degrees(theta):.1f} degree")
print(f"Period at this twist, formula: {L_twist:.2f} angstrom")
print(f"Period at this twist, measured: {L_twist_measured:.2f} angstrom")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Lattice constant a1: 3.16 angstrom
Lattice constant a2: 3.29 angstrom
Difference a2 - a1: 0.13 angstrom
Product a1*a2: 10.3964 angstrom^2
Mismatch delta = (a2-a1)/a1: 0.04114 (dimensionless)
Inverse a1: 0.316456 1/angstrom
Inverse a2: 0.303951 1/angstrom
Difference of inverses: 0.012504 1/angstrom
Moire period L, formula: 79.97 angstrom
Moire period L, formula: 7.997 nm
Moire period, measured on lattices: 79.97 angstrom
Cells of layer 1 per period L/a1: 25.308
Cells of layer 2 per period L/a2: 24.308
Slip a1/delta (wrong period): 76.81 angstrom
Reciprocal length, layer 1: 2.29595 1/angstrom
Reciprocal length, layer 2: 2.20523 1/angstrom
Their difference: 0.09072 1/angstrom
Measured moire wave number: 0.09072 1/angstrom
Measured wave-vector angle modulo 60: 30.00 degree
Exact repeat, cells of layer 1: 329
Exact repeat, cells of layer 2: 316
Exact repeat length: 1039.64 angstrom
Best-aligned regions in exact repeat: 13
Mean spacing of these regions: 79.97 angstrom
Near-matching supercell, cells of layer 1: 25
Near-matching supercell, cells of layer 2: 24
Supercell length in layer 1: 79.00 angstrom
Supercell length in layer 2: 78.96 angstrom
Supercell length gap: 0.04 angstrom
Strain to close the gap: 0.051 percent
Input rounding assumed: +/- 0.005 angstrom
Smallest L within rounding: 74.3 angstrom
Largest L within rounding: 86.6 angstrom
Twist angle of comparison: 1.0 degree
Period at this twist, formula: 73.39 angstrom
Period at this twist, measured: 73.39 angstrom
ALL CHECKS PASSED
```
